# Second-Order Rotation Steps for Interacting Optical Bloch Vectors

Eighty Bloch vectors describe electron–hole pairs driven by a short laser pulse. Two calculations advance them in steps of 0.5 fs, and both do nothing but rotate the vectors, so every length stays equal to one. At the end of the pulse the worst vector of the first calculation is wrong by \(6.8\times10^{-4}\), that of the second by \(3.5\times10^{-2}\). With steps of 0.25 fs the errors are \(1.7\times10^{-4}\) and \(1.7\times10^{-2}\): one has fallen by four, the other by two. The methods differ in one respect: the part of the rotation field that the vectors themselves produce is evaluated at the middle of the step in the first, and at its start in the second.

## The vectors and their field

At each wavevector \(k\) take one conduction state (up) and one valence state (down), with density matrix and Hamiltonian
\[
\rho=\tfrac12(1+\mathbf s\cdot\boldsymbol\sigma),\qquad H=\tfrac{\hbar}{2}\mathbf B\cdot\boldsymbol\sigma .
\]
A multiple of the unit matrix in \(H\) would drop out of the commutator. The conduction occupation is \(f=(1+s_z)/2\), and the ground state is \(\mathbf g=(0,0,-1)\). Since \([\mathbf B\cdot\boldsymbol\sigma,\mathbf s\cdot\boldsymbol\sigma]=2i(\mathbf B\times\mathbf s)\cdot\boldsymbol\sigma\), the equation \(i\hbar\dot\rho=[H,\rho]\) becomes
\[
\frac{i\hbar}{2}\dot{\mathbf s}\cdot\boldsymbol\sigma=\frac{\hbar}{4}\,2i(\mathbf B\times\mathbf s)\cdot\boldsymbol\sigma
\quad\Rightarrow\quad \dot{\mathbf s}=\mathbf B\times\mathbf s .
\]
"Undamped" means that no scattering term is added.

For a laser field \(A(t)\cos\omega t\) and a real dipole \(d\), the laboratory Hamiltonian is \(\tfrac12\varepsilon_k\sigma_z-dA\cos\omega t\,\sigma_x\), with \(\varepsilon_k=E_g+\hbar^2k^2/2\mu\) and reduced mass \(\mu\). The transformation \(e^{i\omega t\sigma_z/2}\) subtracts \(\hbar\omega\sigma_z/2\) and turns \(\sigma_x\) into \(\sigma_x\cos\omega t-\sigma_y\sin\omega t\). Multiplication by \(\cos\omega t\) leaves \(\sigma_x/2\) plus terms at frequency \(2\omega\). The rotating-wave approximation drops the latter, so the laser contributes \(-dA\) to \(\hbar B_x\).

Coulomb exchange in the Hartree–Fock approximation adds \(-\sum_jW_{ij}(\rho_j-\rho_{\rm ground})\) to the Hamiltonian of cell \(i\). The unit matrices cancel in the difference, and
\[
\hbar\mathbf B_i=(-dA,\,0,\,\varepsilon_i-\hbar\omega)-\sum_jW_{ij}(\mathbf s_j-\mathbf g).
\]
Each vector thus moves in a field made partly by all the others.

For isotropic bands and the unscreened interaction \(e^2/(\epsilon_0\epsilon|\mathbf k-\mathbf k'|^2)\), the angular integral is
\[
\int_{-1}^{1}\frac{2\pi\,dc}{k^2+k'^2-2kk'c}=\frac{2\pi}{kk'}L,\qquad L=\ln\left|\frac{k+k'}{k-k'}\right| .
\]
With the measure \(k'^2dk'/(2\pi)^3\),
\[
W_{ij}=\frac{e^2}{4\pi^2\epsilon_0\epsilon\,k_i}\int_{\text{cell }j}k'L\,dk',\qquad
\int k'L\,dk'=kk'+\tfrac12(k'^2-k^2)L .
\]
To verify the antiderivative, use \(dL/dk'=-2k/(k'^2-k^2)\): its derivative is \(k+k'L-k=k'L\). The logarithmic singularity is therefore integrated without a cutoff. As a test, this matrix on 400 cells up to 3 nm⁻¹ gave an exciton binding energy of 11.34 meV, and the hydrogenic formula gives 11.34 meV as well. The last digit agrees partly by cancellation: a mesh error of about +0.005 meV offsets a cutoff error of about −0.005 meV, and 1600 cells up to the same cutoff give 11.33 meV. The coarser grid used below, 80 cells up to 1 nm⁻¹, gives 11.23 meV.

The example has \(E_g=1.60\) eV, \(\hbar\omega=1.62\) eV, \(\mu=0.0833\,m_0\), \(\epsilon=10\) and \(d=0.30\,e\) nm. The envelope is \(A=A_0e^{-t^2/2\tau^2}\), with \(A_0=0.20\) MV/cm and \(\tau=20\) fs. All vectors start from \(\mathbf g\) at \(-80\) fs and are followed to \(+80\) fs, on 80 cells up to 1 nm⁻¹.

## One step by hand

Take the cell nearest to the bare resonance, \(k=0.206\) nm⁻¹, at the pulse maximum. Its vector is
\[
\mathbf s=(-0.277434,\,-0.183351,\,-0.943087).
\]
The field half a step later, found by a prediction explained below, is
\[
\mathbf B=(-0.005157,\,0.014984,\,-0.003949)\ \text{rad/fs}.
\]
For \(h=0.5\) fs the rotation vector is \(\mathbf v=h\mathbf B=(-0.002579,0.007492,-0.001975)\), and its length is the angle \(\theta=0.008166\) rad. The first component of the cross product is
\[
v_ys_z-v_zs_y=-0.007066-0.000362=-0.007428,
\]
and the others follow in the same way:
\[
\mathbf v\times\mathbf s=(-0.007428,\,-0.001884,\,0.002551).
\]
Adding this to \(\mathbf s\) would be an Euler step. The addition is perpendicular to \(\mathbf s\), so by Pythagoras the squared length would grow by \(|\mathbf v\times\mathbf s|^2=6.5\times10^{-5}\).

A rotation also bends the path back. To second order in \(\theta\) the missing piece is
\[
\tfrac12\mathbf v\times(\mathbf v\times\mathbf s)=\tfrac12\mathbf v(\mathbf v\cdot\mathbf s)-\tfrac12\theta^2\mathbf s .
\]
Here \(\mathbf v\cdot\mathbf s=0.001204\) and \(\theta^2/2=3.33\times10^{-5}\), so the piece equals \((0.8,1.1,3.0)\times10^{-5}\). The sum is
\[
\mathbf s_{\rm new}=(-0.284854,\,-0.185224,\,-0.940505),
\]
which agrees with the full rotation to all six decimals. The occupation of this cell rises from 0.0285 to 0.0297.

## The rotation for any angle

Write \(K\mathbf s=\mathbf v\times\mathbf s\). Then \(K^2\mathbf s=\mathbf v(\mathbf v\cdot\mathbf s)-\theta^2\mathbf s\). Applying \(K\) again removes the first term, because \(\mathbf v\times\mathbf v=0\), so \(K^3=-\theta^2K\). Odd powers in the exponential series therefore collect into a sine and even powers into a cosine:
\[
R(\mathbf v)=e^K=1+\frac{\sin\theta}{\theta}K+\frac{1-\cos\theta}{\theta^2}K^2 .
\]
Inserting \(K^2\) gives
\[
R(\mathbf v)\mathbf s=\cos\theta\,\mathbf s+\frac{\sin\theta}{\theta}\mathbf v\times\mathbf s+\frac{1-\cos\theta}{\theta^2}\mathbf v(\mathbf v\cdot\mathbf s).
\]
For \(\theta\to0\) the two fractions tend to 1 and ½, so the rotation is also defined at zero field. A program must insert these limits at \(\theta=0\), and for small angles it should replace \(1-\cos\theta\) by \(2\sin^2(\theta/2)\), which avoids the loss of digits in the subtraction. Since \(K^T=-K\), we have \(R^TR=e^{-K}e^K=1\): the length is kept for any step, however large. If \(\mathbf B\) is constant, the step is also the exact motion.

An explicit second-order Runge–Kutta midpoint step lacks this property. In a constant field, with \(x=|\mathbf B|h\), it multiplies the component perpendicular to \(\mathbf B\) by \(1+ix-x^2/2\) in complex notation. The squared modulus is \((1-x^2/2)^2+x^2=1+x^4/4\), which exceeds one. In the example at \(h=0.5\) fs its largest length error was \(9\times10^{-5}\), whereas the predicted-midpoint rotations stayed within \(10^{-14}\), the level of rounding.

## Why the midpoint gives second order

Suppose first that \(\mathbf B(t)\) is prescribed and keeps a fixed direction. The true rotation angle is \(\int B\,dt\). Expanding about the middle of the step, the linear term integrates to zero, and \(hB_{\rm mid}\) misses only \(h^3B''/24\). A field taken at the start misses \(h^2B'/2\). Over \(T/h\) steps these errors add up to order \(h^2\) and order \(h\).

If the field turns, rotations about different axes do not commute, and this must be included. Put the midpoint at \(\tau=0\), and let \(\bar{\mathbf B}\), \(\mathbf B'\), \(\mathbf B''\) be the field and its derivatives there. The numerical path obeys \(\dot{\hat{\mathbf s}}=\bar{\mathbf B}\times\hat{\mathbf s}\). Subtracting it from the true equation gives, for \(\mathbf e=\mathbf s-\hat{\mathbf s}\),
\[
\dot{\mathbf e}=\mathbf B\times\mathbf e+(\mathbf B-\bar{\mathbf B})\times\hat{\mathbf s}.
\]
Let \(Q(\tau)\) be the true rotation from the midpoint to \(\tau\). Since \(\mathbf e\) vanishes at the start of the step, the final error carried back to the midpoint is
\[
\mathbf x=\int_{-h/2}^{h/2}Q^{-1}\left[(\mathbf B-\bar{\mathbf B})\times\hat{\mathbf s}\right]d\tau .
\]
The part of \(\mathbf B-\bar{\mathbf B}\) linear in time gives \(\int\tau\mathbf G\,d\tau\), with \(\mathbf G=Q^{-1}(\mathbf B'\times\hat{\mathbf s})\). The constant \(\mathbf G(0)\) cancels by symmetry. The derivative of \(\mathbf G\) remains, and by the Jacobi identity
\[
\mathbf G'(0)=\mathbf B'\times(\bar{\mathbf B}\times\hat{\mathbf s})-\bar{\mathbf B}\times(\mathbf B'\times\hat{\mathbf s})=(\mathbf B'\times\bar{\mathbf B})\times\hat{\mathbf s}.
\]
With \(\int\tau^2d\tau=h^3/12\), and the quadratic part of the field contributing \(h^3/24\), the leading error is
\[
\mathbf x\simeq h^3\left(\frac{\mathbf B''}{24}+\frac{\mathbf B'\times\bar{\mathbf B}}{12}\right)\times\hat{\mathbf s}.
\]
This was tested in dimensionless units for \(\mathbf B=(1+\tfrac12\sin t,\;0.7\cos2t,\;0.8t+0.3)\), with a step of 0.05 centred at \(t=0.7\). The formula and an accurate solution differed by 0.05% of the predicted error.

A strict bound follows by keeping the remainders. Let \(M_1,M_2\) be the maxima of \(|\mathbf B'|,|\mathbf B''|\), and \(C\) that of \(|\mathbf B'\times\mathbf B|\). Away from the midpoint, \(\mathbf G'\) contains the further term \(-Q^{-1}[(\mathbf B-\bar{\mathbf B})\times(\mathbf B'\times\hat{\mathbf s})]\), of size at most \(hM_1^2/2\). True rotations preserve distances, so earlier errors are carried along without growth and the local errors merely add:
\[
|\mathbf e(T)|\le Th^2\left(\frac{C}{12}+\frac{M_2}{24}+\frac{hM_1^2}{24}\right).
\]
For the same turning field up to \(t=4\), with steps 0.1 and 0.05, the actual error was 0.12 of this bound.

The bound shows when large steps are permissible. A constant detuning alone costs nothing, but a changing transverse field combined with a large detuning enters through \(C\). In the laboratory frame \(M_2\) would contain the optical carrier, and \(h\) would have to resolve the optical cycle.

## When the vectors make the field

With exchange, the midpoint field requires the midpoint vectors, which are not yet known. Let \(\mathbf S\) denote the whole set of vectors. They are predicted by half a rotation in the old field:
\[
\mathbf s_i^*=R\!\left(\tfrac h2\mathbf B_i(t,\mathbf S)\right)\mathbf s_i,\qquad
\mathbf s_i^{\rm new}=R\!\left(h\mathbf B_i(t+\tfrac h2,\mathbf S^*)\right)\mathbf s_i .
\]
The second rotation starts again from the old vector \(\mathbf s_i\). In the hand example the prediction was \((-0.281123,-0.184313,-0.941806)\), about halfway between the old and new vectors. All cells must be predicted before any midpoint field is computed.

The prediction uses a first-order field, yet this suffices. Let \(M_1\) and \(M_2\) now refer to the field along the true solution. During the half step the frozen field is wrong by at most \(\tau M_1\), where \(\tau\) is the time since the start, so
\[
|\mathbf s_i^*-\mathbf s_i(t+h/2)|\le\int_0^{h/2}\tau M_1\,d\tau=\frac{M_1h^2}{8}.
\]
Define \(\Lambda=\max_i\sum_jW_{ij}/\hbar\); all \(W_{ij}\) are positive. The predicted field is then wrong by at most \(\Lambda M_1h^2/8\), and the rotation vector by \(\Lambda M_1h^3/8\). This has the same order as the error of the midpoint rule itself.

If the old vectors are used in the exchange field instead, with the laser still taken at the midpoint, the field is wrong by
\[
\mathbf B_i^{\rm old}-\mathbf B_i^{\rm mid}\simeq\frac{h}{2\hbar}\sum_jW_{ij}\dot{\mathbf s}_j .
\]
Multiplied by \(h\), this gives a local error of order \(h^2\), hence in general a global error of order \(h\). This is the second calculation of the opening. Its rotations are perfect, but the exchange part of their field lags by half a step.

It remains to show that local errors do not accumulate faster as \(h\) shrinks. Let two unit vectors start equal and turn about \(\mathbf v\) and \(\mathbf w\) for unit time. Their difference \(\mathbf a-\mathbf b\) obeys
\[
\frac{d}{du}(\mathbf a-\mathbf b)=\mathbf v\times(\mathbf a-\mathbf b)+(\mathbf v-\mathbf w)\times\mathbf b .
\]
The first term does not change its length, so \(|R(\mathbf v)\mathbf s-R(\mathbf w)\mathbf s|\le|\mathbf v-\mathbf w|\). If two sets differ by at most \(D\) in any cell, their predictions differ by at most \((1+h\Lambda/2)D\), and their new vectors by at most
\[
D+h\Lambda(1+h\Lambda/2)D\le e^{h\Lambda}D .
\]
With a local error at most \(ch^3\), summing the geometric series gives
\[
|\mathbf e(T)|\le ch^3\sum_{n=0}^{N-1}e^{nh\Lambda}\le ch^2\,\frac{e^{\Lambda T}-1}{\Lambda},
\]
where \(N=T/h\) and
\[
c=\frac{C}{12}+\frac{M_2}{24}+\frac{hM_1^2}{24}+\frac{\Lambda M_1}{8}.
\]
This proves second order for smooth fields. It is no useful error estimate here: \(\Lambda T=22\), and the exponential is enormous. The size of the error has to be measured by changing the step.

## The general algorithm

For a set of undamped vectors with a smooth field \(\mathbf B_i(t,\mathbf S)\):

1. Compute all fields at \(t\) from the present vectors.
2. Rotate copies of all vectors through half a step to obtain \(\mathbf S^*\).
3. Compute all fields at \(t+h/2\) from \(\mathbf S^*\).
4. Rotate the original vectors through the full step about these fields.

If the field is prescribed, steps 1 and 2 are unnecessary. The method is then reversible: a backward step meets the same midpoint field, and \(R(-\mathbf v)R(\mathbf v)=1\). Running the example without exchange forward and back at \(h=0.5\) fs returned the initial vectors to \(7\times10^{-15}\). With exchange the return error was \(9\times10^{-5}\), because the backward prediction starts from the other end of the step and finds a slightly different midpoint field.

## Measured accuracy

The reference is an adaptive solution for the coherence \(p=(s_x-is_y)/2\) and \(f\), which uses no rotations:
\[
\begin{aligned}
i\hbar\dot p_i&=\Big(\varepsilon_i-\hbar\omega-2\sum_jW_{ij}f_j\Big)p_i-q_i(1-2f_i),\\
\hbar\dot f_i&=-2\,{\rm Im}(q_ip_i^*),\qquad q_i=\tfrac12dA+\sum_jW_{ij}p_j .
\end{aligned}
\]
These are the matrix elements of \(i\hbar\dot\rho=[H,\rho]\). The largest vector differences at 80 fs are:

| \(h\) (fs) | no exchange | predicted field | old-state field |
|---|---|---|---|
| 1.000 | \(3.5\times10^{-5}\) | \(2.6\times10^{-3}\) | \(7.0\times10^{-2}\) |
| 0.500 | \(8.7\times10^{-6}\) | \(6.8\times10^{-4}\) | \(3.5\times10^{-2}\) |
| 0.250 | \(2.2\times10^{-6}\) | \(1.7\times10^{-4}\) | \(1.7\times10^{-2}\) |
| 0.125 | \(5.4\times10^{-7}\) | \(4.3\times10^{-5}\) | \(8.7\times10^{-3}\) |

The base-two logarithm of the last error ratio is 2.00, 1.99 and 1.00 respectively. From the last row, the predicted-field error is about \(2.8\times10^{-3}(h/\text{fs})^2\), so an error of \(10^{-4}\) needs \(h\approx0.19\) fs for this pulse and grid.

The pair density, summed over both spins, is \(2.1\times10^{17}\) cm⁻³, against \(0.62\times10^{17}\) cm⁻³ without exchange. At \(h=0.5\) fs its time error is 0.006%. The occupation is largest, 0.30, in the lowest cell and not at the bare resonance. For comparison, a resonant vector without exchange turns through the pulse area, 0.457 rad, and reaches only \(\sin^2(0.457/2)=0.05\).

The wavevector cutoff matters far more than the time step. Raising it from 1 to 1.5 nm⁻¹ at fixed cell width increases the density by 19%, whereas halving the cells changes it by 0.08%. At large \(k'\), \(k'L/k\to2\), and, if exchange is neglected there, the polarization follows the laser as \(p\simeq\mu dA/\hbar^2k'^2\). Integrated above a cutoff \(k_c\), the missing exchange relative to the laser term \(dA/2\) is, to leading order,
\[
\frac{e^2}{2\pi^2\epsilon_0\epsilon}\,\frac{2\mu}{\hbar^2k_c}=\frac{4}{\pi ak_c},\qquad a=\frac{4\pi\epsilon_0\epsilon\hbar^2}{\mu e^2}.
\]
With \(a=6.4\) nm this is 0.20 at 1 nm⁻¹ and 0.13 at 1.5 nm⁻¹. In this estimate, raising the cutoff restores about 0.07 of the laser term. The estimate is somewhat low, because exchange also enhances the polarization at these wavevectors: at the pulse maximum the computed polarization gives 0.09. For weak excitation the density grows as the square of the driving term, which suggests an increase of somewhat over ten per cent. This has the direction and the order of magnitude of the computed change. Nor has the density settled at 1.5 nm⁻¹: with cutoffs of 2 and 3 nm⁻¹ it lies 30% and 40% above the value for 1 nm⁻¹, and extrapolation in \(1/k_c\) points to about 60%. At these two cutoffs the pair kinetic energy reaches 1.8 and 4.1 eV, more than the gap, so parabolic bands and a constant dipole are there a property of the model and not of a real crystal. The cutoff is thus part of the model, and a dipole fitted at one cutoff should not be carried to another.

## What this means for CdTe

The parameters are rough values for bulk CdTe near 10 K. The dielectric constant of 10 includes the response of the lattice, which cannot fully follow a 33 fs pulse, since the LO-phonon period is about 197 fs. With 7.1, a rough value for the electronic response alone, the density is 16% higher at the cutoff of 1 nm⁻¹; this figure is not converged, and at 3 nm⁻¹ it is 38%. A rough Kane energy of 20 eV gives a directionally averaged dipole of 0.315 \(e\) nm, close to the value used. The field is the one inside the crystal; reflection and propagation are left out. Real samples break the undamped assumption: with a rough coherence time of 200 fs and all else fixed, the density falls by 3%, but the shortest Bloch vector shrinks to 0.87. Scattering between carriers can make the coherence time shorter at this density. With 50 fs the density falls by 11%, and with 30 fs by 16% (at a cutoff of 3 nm⁻¹ the three figures for 200, 50 and 30 fs are 2%, 8% and 12%), so dephasing then affects the density as well as the vector lengths. Light holes are a larger omission. Treated alone, they give half the heavy-hole density (0.44 of it at a cutoff of 3 nm⁻¹), though the two cannot simply be added because they share conduction states. The plasma period of 224 fs, a rough scale for the build-up of screening, is longer than the 33 fs pulse; leaving out screening by the excited carriers is thus easier to defend during the pulse than long after it. At room temperature the LO-phonon occupation is 0.8 instead of nearly zero, so the 10 K coherence time should not be used there. By comparison, the counter-rotating terms are negligible: a laboratory-frame calculation without exchange, which keeps them, gave occupations that differ by only about \(10^{-5}\), and most of this difference is the time-step error of that calculation: the terms themselves change the occupations by \(5\times10^{-6}\) without exchange and by \(6\times10^{-5}\) with it. For this pulse, a step below 0.5 fs refines the density far beyond what the two-band model can support.

## Calculated quantities

```
gap, photon energy: 1.60, 1.62 eV
electron, heavy, light hole mass: 0.1, 0.5, 0.12 m0
reduced mass: 0.0833 m0; dielectric constant: 10.0
dipole used: 0.30 e nm
dipole from Kane energy 20 eV: 0.315 e nm
peak field: 0.20 MV/cm; tau: 20 fs
intensity FWHM: 33.3 fs
peak Rabi energy: 6.00 meV
pulse area: 0.457 rad
time window: -80 to 80 fs
cells: 80; cutoff: 1.0 1/nm
exciton numerical, hydrogenic: 11.338, 11.338 meV
local error formula, relative deviation: 4.69e-04
turning field error/bound, h=0.1,0.05: 0.119, 0.121
one step: k = 0.20625 1/nm, h = 0.50 fs
s before: -0.277434 -0.183351 -0.943087
s predicted at midpoint: -0.281123 -0.184313 -0.941806
B midpoint (rad/fs): -0.005157 0.014984 -0.003949
rotation angle: 0.008166 rad
s after: -0.284854 -0.185224 -0.940505
h (fs); max vector error: prescribed, interacting, old-state field
1.000; 3.482e-05, 2.649e-03, 7.039e-02
0.500; 8.706e-06, 6.788e-04, 3.505e-02
0.250; 2.176e-06, 1.715e-04, 1.749e-02
0.125; 5.441e-07, 4.310e-05, 8.732e-03
orders, prescribed: 2.000 2.000 2.000
orders, interacting: 1.965 1.984 1.993
orders, old-state: 1.006 1.003 1.002
largest norm drift, rotations: 9.10e-15
norm drift, Runge-Kutta midpoint, h=0.5 fs: 9.02e-05
return error, prescribed, interacting: 6.61e-15, 9.14e-05
stability Lambda: 0.1393 1/fs; Lambda T: 22.28
final maximum occupation: 0.3000 at k=0.0063 1/nm
pair density with, without exchange: 2.061e+17, 6.200e+16 cm^-3
density time error at h=0.5 fs: 0.0056 %
density change, halved k cells: 0.08 %
density change, cutoff 1.5 1/nm: 19.47 %
density change, T2=200 fs: -2.97 %
shortest Bloch vector with dephasing: 0.8663
light-hole/heavy-hole density: 0.499
density change, dipole angle (free): -0.37 %
counter-rotating change of occupation: 1.24e-05
intraband k excursion: 0.0123 1/nm
Keldysh parameter: 151.5; ponderomotive energy: 0.0348 meV
density times exciton radius cubed: 0.0528
plasma period: 224.0 fs
LO energy: 21 meV; period: 196.9 fs
LO occupation at 10, 300 K: 2.61e-11, 0.798
mean pair kinetic energy/gap: 0.0189
pulse fluence (index 3): 5.646 uJ/cm2
```
